Hall Factors for Acoustic-Phonon and Ionized-Impurity Scattering

**1. What a Hall measurement reports**

After a semiconductor layer has been doped and annealed, one wants to know how many carriers the dopants supply. A current I is driven along a layer of thickness d in a perpendicular magnetic field B, and the transverse voltage is read. If every electron had the same relaxation time and the same isotropic mass, the density would follow directly from that voltage. In a real layer fast and slow electrons scatter at different rates, and the density computed in this simple way is wrong by a numerical factor r, the Hall factor:

R_H = F_y/(j_x B) = −r/(ne)

Here F is the electric field, j the current density, n the electron density and e > 0 the elementary charge. SI formulas are used, with B along z. For holes the sign of R_H is reversed.

The assumptions are one kind of carrier, an isotropic parabolic band of mass m, Boltzmann statistics, elastic scattering and a weak magnetic field. The relaxation time depends on energy E as

τ = τ₀xˢ,  x = E/kT

**2. The distribution in crossed fields**

Let f₀(E) be the equilibrium distribution in velocity space, normalized so that ∫f₀ d³v = n, and let δf be its change to first order in F. For elastic scattering that depends only on the angle θ between old and new velocity, a δf linear in the direction of v decays at the rate 1/τ. The reason is that the mean new velocity after a collision through θ is v cosθ, so each collision removes the fraction 1 − cosθ. This factor will weight all the scattering rates below.

The force on an electron is −e(F + v×B). The steady Boltzmann equation is

−(e/m)(F + v×B)·∂f/∂v = −δf/τ

Since ∂f₀/∂v = mv f₀′, with f₀′ = df₀/dE, and (v×B)·v = 0, the terms linear in F give

−(e/m)(v×B)·∂δf/∂v + δf/τ = eF·v f₀′

The first term is the rate of change of δf along the orbit dv/dt = −(e/m)v×B. Energy is constant on this orbit, and therefore so are τ and f₀′. The solution is

δf(v) = e f₀′ ∫₀^∞ F·v(−t) e^(−t/τ) dt

The electron remembers the work done on it since its last collision. With f₀′ = −f₀/kT and j = −e∫v δf d³v, the conductivity is

σ_ij = (e²/kT) ∫d³v f₀ v_i ∫₀^∞ v_j(−t) e^(−t/τ) dt

**3. The two conductivities**

With ω = eB/m, the orbit equations are dv_x/dt = −ωv_y and dv_y/dt = ωv_x. Followed backwards,

v_x(−t) = v_x cos ωt + v_y sin ωt
v_y(−t) = v_y cos ωt − v_x sin ωt

Averaging over directions replaces v_x² by v²/3 and v_xv_y by zero. The time integrals are

∫₀^∞ e^(−t/τ) cos ωt dt = τ/(1 + ω²τ²)
∫₀^∞ e^(−t/τ) sin ωt dt = ωτ²/(1 + ω²τ²)

For any function h of energy, d³v ∝ x^(1/2)dx and v² = 2kTx/m give

(e²/kT)∫d³v f₀(v²/3)h = (2ne²/3m) ∫x^(3/2)e^(−x)h dx / ∫x^(1/2)e^(−x)dx

Integration by parts shows that ∫x^(3/2)e^(−x)dx = (3/2)∫x^(1/2)e^(−x)dx. The factor 2/3 is thus absorbed if the average is defined as

⟨h⟩ = ∫₀^∞ h x^(3/2)e^(−x)dx / ∫₀^∞ x^(3/2)e^(−x)dx

One power of x beyond the density of states comes from v²: fast electrons carry more current. Now define

a = ⟨τ/(1 + ω²τ²)⟩,  c = ⟨τ²/(1 + ω²τ²)⟩

Then

σ_xx = σ_yy = (ne²/m)a
σ_yx = −σ_xy = (ne²/m)ωc

**4. From conductivity to Hall factor**

No transverse current flows, so σ_yxF_x + σ_yyF_y = 0 and F_y = −(σ_yx/σ_xx)F_x. The longitudinal current is

j_x = σ_xxF_x + σ_xyF_y = [(σ_xx² + σ_yx²)/σ_xx]F_x

Dividing F_y by j_xB gives

R_H = −σ_yx/[B(σ_xx² + σ_yx²)] = −(1/ne) c/(a² + ω²c²)

where mω/(e²B) = 1/e was used. Hence, at any field within this model,

r = c/(a² + ω²c²)

When ωτ is small at the energies that matter, a → ⟨τ⟩ and c → ⟨τ²⟩, so

r = ⟨τ²⟩/⟨τ⟩² = 1 + ⟨(τ − ⟨τ⟩)²⟩/⟨τ⟩²

The Hall factor measures the relative spread of relaxation times. For an isotropic band it cannot lie below 1, and it equals 1 if τ is constant. The conductivity contains one power of τ, and the magnetic deflection contains a second, so long-lived carriers count more in the Hall current.

In a strong field a → ⟨1/τ⟩/ω² and c → 1/ω². The term a² is then negligible beside ω²c² = 1/ω², and r → 1, provided ⟨1/τ⟩ is finite, as it is for both laws treated here.

**5. Acoustic phonons: s = −1/2**

A long acoustic wave compresses the lattice and shifts the band edge by D times the relative volume change, D being the deformation potential. For a mode of wavevector q and frequency ω_q = u_s q, in a crystal of mass density ρ and volume V, the squared matrix elements for absorption and emission add up to

D²q² [ħ/(2ρVω_q)] (2N_q + 1)

If ħω_q ≪ kT, then 2N_q + 1 ≈ 2kT/(ħω_q), and the sum becomes

D²q²kT/(ρVω_q²) = D²kT/(ρVu_s²)

The wavevector has cancelled. Scattering is therefore isotropic, the cosθ term averages to zero, and the golden rule leaves the density of final states per spin and volume, g(E) = m^(3/2)E^(1/2)/(√2 π²ħ³):

1/τ = (2π/ħ)[D²kT/(ρu_s²)]g(E) = √2 D²kT m^(3/2)E^(1/2)/(πħ⁴ρu_s²)

So τ ∝ E^(−1/2). Faster electrons find more final states and scatter sooner.

**6. Ionized impurities: s = 3/2, with a condition**

A singly charged impurity in a medium of permittivity ε has a screened potential energy of magnitude e²exp(−q_s r)/(4πεr), with q_s² = ne²/(εkT) if only the free electrons screen. Its Fourier transform has magnitude e²/[ε(q² + q_s²)], and the Born approximation gives

dσ/dΩ = [me²/(2πεħ²)]²/(q² + q_s²)²

For elastic scattering q² = 2k²(1 − cosθ). Put y = 1 − cosθ and b = q_s²/(2k²). With N impurities per volume,

1/τ = Nv·2π [me²/(2πεħ²)]² (1/4k⁴) ∫₀² y dy/(y + b)²

Writing y = (y + b) − b, the integral is

L = ln[(2 + b)/b] + b/(2 + b) − 1 = ln(1 + β) − β/(1 + β)

where β = 2/b = 4k²/q_s² = 8mE/(ħ²q_s²). Collecting factors, with ħk = mv,

1/τ = Ne⁴L/(8πε²m²v³)

Finally m²v³ = √m(mv²)^(3/2) = 2√2 √m E^(3/2), so

1/τ = Ne⁴L/(16√2 πε²√m E^(3/2))

A fast electron is deflected little by a charge, and its relaxation time is long. The law τ ∝ E^(3/2) holds if L is treated as constant. In fact L grows slowly with energy, so the power 3/2 is an approximation within the Born result itself.

**7. The two numbers**

The average of a power is ⟨x^p⟩ = Γ(p + 5/2)/Γ(5/2). Therefore

r = Γ(2s + 5/2)Γ(5/2)/Γ(s + 5/2)²

which requires 2s + 5/2 > 0 for the integral to converge. The values needed are Γ(3/2) = √π/2, Γ(5/2) = 3√π/4, Γ(11/2) = 945√π/32, Γ(2) = 1 and Γ(4) = 6.

Acoustic phonons, s = −1/2:

r = Γ(3/2)Γ(5/2)/Γ(2)² = (√π/2)(3√π/4) = 3π/8 ≈ 1.178

Impurities with constant L, s = 3/2:

r = Γ(11/2)Γ(5/2)/Γ(4)² = (945√π/32)(3√π/4)/36 = 2835π/4608 = 315π/512 ≈ 1.933

How weak must the field be? Expanding r = c/(a² + ω²c²) to order ω² gives the relative change

δr/r = −ω²[⟨τ⁴⟩/⟨τ²⟩ − 2⟨τ³⟩/⟨τ⟩ + ⟨τ²⟩²/⟨τ⟩²]

For s = 3/2 the bracket is (268.1 − 240 + 76.1)τ₀² ≈ 104τ₀². The large coefficient means that ωτ₀ must be well below 0.1. Direct integration over velocities and orbit times at ωτ₀ = 0.001 gave 1.93261, against the weak-field 1.93282; the difference agrees with this expansion.

**8. Ellipsoidal valleys**

Silicon's conduction band has equivalent ellipsoidal valleys along the cube axes, with masses m_l along the axis and m_t across it. Suppose τ still depends on energy alone. The scaled velocities √m_i v_i make each energy surface a sphere, so the energy average is unchanged, and each velocity component responds with its own mass. In a weak field the drift velocity w of electrons at one energy obeys

w_x = −eτF_x/m_x
w_y = eτBw_x/m_y = −e²τ²BF_x/(m_xm_y)

The second line is the part of w_y produced by F_x. Thus σ_xx contains 1/m_x and σ_yx contains 1/(m_xm_y). With K = m_l/m_t, the averages over the three valley directions are

(1/3)(1/m_l + 2/m_t) = (2K + 1)/(3m_l)
(1/3)(2/(m_lm_t) + 1/m_t²) = K(K + 2)/(3m_l²)

Since r contains σ_yx/σ_xx², it is multiplied by

3K(K + 2)/(2K + 1)²

This is 1 for K = 1 and tends to 3/4 for large K. The combined Hall factor can therefore fall below 1, although the energy average alone cannot.

**9. Example: lightly doped silicon at 100 K**

Take an n-type wafer with n = 1.00×10¹⁴ cm⁻³, d = 500 μm, I = 1.0 mA and B = 50 mT. The drift mobility is set to 10 000 cm²/Vs, a rough typical value, and is assigned to acoustic scattering. The ideal acoustic factor gives a Hall voltage of magnitude

V_H = IBr/(ned)
= (10⁻³ A)(0.05 T)(1.178)/[(10²⁰ m⁻³)(1.602×10⁻¹⁹ C)(5×10⁻⁴ m)]
= 7.35 mV

An instrument that sets r = 1 reports n/r = 8.49×10¹³ cm⁻³. It obtains the mobility by dividing the measured conductivity neμ by e times this density, so it reports rμ = 11 780 cm²/Vs. The two errors cancel in the product.

The corrections matter here. The scattering processes added below also lower the total mobility, to about 8300 cm²/Vs. Rough masses m_l = 0.92 and m_t = 0.19 electron masses give K = 4.84 and a multiplier of 0.871, which alone lowers r to 1.03. Phonons that transfer electrons between valleys, modelled with a rough set of couplings, alone raise r to about 1.2. Phonon emission, open only to fast electrons, shortens their τ further and widens its spread; this outweighs phonon absorption, which by itself would lower r. Impurity scattering alone lowers r to about 1.09. It acts most strongly on slow electrons, whose acoustic relaxation times are longest, and so narrows the spread.

All three together give r ≈ 0.98. If this estimate holds, converting the instrument's density with 3π/8 would overstate n by a factor 1.178/0.978 ≈ 1.20, while setting r = 1 would be wrong by only about 2 %. That near agreement results from competing corrections in this sample and is no general rule for silicon. The estimate is itself uncertain by several percent: if τ differed by a factor of 1.5 between the directions along and across a valley, the mass multiplier alone would change by 4 to 5 %. The assigned acoustic mobility also matters. The intervalley rates were scaled with D = 9 eV and u_s = 9 km/s, for which the formula of Section 5 gives about 15 700 cm²/Vs; with that value the total mobility is about 12 700 cm²/Vs and r is about 0.96.

**10. Example: compensated gallium arsenide at 30 K**

Gallium arsenide has a nearly isotropic conduction-band minimum and suits the impurity case at low temperature. Take n = 1.00×10¹⁴ cm⁻³, N = 1.00×10¹⁵ cm⁻³, m = 0.067 electron masses, ε = 12.9ε₀, d = 100 μm, I = 10 μA and B = 5 mT. The integrand of ⟨τ⟩ for s = 3/2 is x³e^(−x), which peaks at x = 3. Fixing L there gives L = 5.92 and a mobility of about 58 700 cm²/Vs. The ideal Hall voltage is

V_H = (10⁻⁵ A)(0.005 T)(1.933)/[(10²⁰ m⁻³)(1.602×10⁻¹⁹ C)(10⁻⁴ m)]
= 60.3 μV

The instrument would report 5.17×10¹³ cm⁻³, about half the true density, and a mobility of about 113 000 cm²/Vs.

The growth of L with energy reduces the local exponent d ln τ/d ln x at x = 3 from 1.5 to 1.33, and lowers r to 1.72. Adding piezoelectric phonon scattering, with an assumed mobility of 10⁶ cm²/Vs and τ ∝ x^(1/2), gives 1.66. Removing all carriers above the optical-phonon threshold, x ≈ 13.9, changes this by only about 0.002. For these inputs, using 315π/512 would overstate n by about 16 % relative to the value found with r = 1.66. Scattering left out here makes the error larger, as Section 11 shows.

A correct free-electron density is still not the donor density. With an assumed donor depth of 5.8 meV, and counting only the donor ground state with its two spin states, the example needs 6.25×10¹⁴ donors and 4.50×10¹⁴ acceptors per cm³. Then 57 % of the net donors have released their electron at 30 K; the others are frozen out, though they may be electrically active at higher temperature. Excited donor states can hold further electrons: including the first excited level of an isolated donor, at the same n, lowers the fraction to about 43 %. This is not a converged value: the next level would lower it to about 31 %, but its orbit, about 90 nm, is as large as the spacing of the ions, so isolated-donor levels no longer apply there.

**11. How far the examples represent real layers**

Both samples are very pure and cold, and were chosen so that the intended mechanism leads. In silicon at room temperature intervalley phonons matter more, and in pure gallium arsenide at room temperature polar optical phonons lead; their inelastic scattering has no simple power-law τ. Heavily doped layers may be degenerate. Then only electrons near the Fermi energy carry current, τ is nearly the same for all of them, and r tends to 1 for an isotropic band. In silicon the mass multiplier of Section 8 remains.

For the two examples, n divided by the effective density of states is 2×10⁻⁵ and 7×10⁻³, and degeneracy shifts r by at most about 0.002 in magnitude. The magnetic fields used lower the ideal factors to 1.175 and 1.925. Surface depletion with an assumed 0.5 V barrier on both faces removes about 1 % and 4 % of the thickness, an error in d separate from r. A larger error comes from the Born approximation, which needs a small ratio √(Ry/E), with Ry the donor Rydberg energy. At x = 3 this ratio is 0.84 in gallium arsenide and 1.0 in silicon. Solving the scattering problem for the same screened potential by partial waves gives weaker scattering, above all for slow electrons. It changes r from 1.66 to about 1.51 in gallium arsenide, and from 0.98 to about 0.99 in silicon.

The frozen-out neutral donors in gallium arsenide also scatter. A standard estimate gives them an energy-independent mobility of about 10⁶ cm²/Vs, which alone would lower 1.66 to about 1.56. That estimate is meant for energies below about Ry/4, while E = 1.4 Ry at x = 3, so the shift is only a rough guide. Acoustic phonons acting through the deformation potential, with D = 8.6 eV and ρu_s² = 1.4×10¹¹ N/m² assumed, alone would lower 1.66 to about 1.58. Screening by electrons that redistribute among the donors lowers it by only about 0.02. With neutral donors and these phonons both added, and the impurities treated by partial waves, r falls to about 1.4. Using 315π/512 would then overstate n by about 40 %, well above the 16 % quoted in Section 10. All these values treat the ions as independent scatterers, which is doubtful here: the screening length 1/q_s is 136 nm, longer than the mean ion spacing N^(−1/3) = 100 nm. Cutting off the Coulomb scattering at an impact parameter of half the spacing, in place of screening, gives r ≈ 1.33 with piezoelectric phonons alone and about 1.2 with neutral donors and deformation-potential phonons added. The value 1.4 is therefore uncertain by about 0.2.

Computed values

```
Hall factor acoustic: 3*pi/8 = 1.17810
Hall factor impurity: 315*pi/512 = 1.93282
Orbit integral, acoustic / impurity: 1.17810 / 1.93261
Acoustic rate exponent from state sum: 0.5028
SILICON, rough parameters
T = 100 K, n = 1.00e+14 cm^-3, B = 50 mT
I = 1.0 mA, width = 5.0 mm, thickness = 500 um
Drift mobility (input): 10000 cm2/Vs
Ideal Hall voltage: 7.353 mV
Apparent density: 8.488e+13 cm^-3
Apparent mobility: 11781 cm2/Vs
Masses ml, mt: 0.92, 0.19 m0; K = 4.842
Mass anisotropy multiplier: 0.8707
r with anisotropy only: 1.0257
r with intervalley phonons only: 1.2050
Mobility ratio with intervalley: 0.8798
r with impurity scattering only: 1.0858
r with these three effects: 0.9780
r at the field used, ideal: 1.17495
n/Nc: 1.89e-05; degeneracy shift of r: -1.4e-06
Equipartition error of rate: 1.14 %
Driving field: 2.497e-01 V/cm; drift/sound speed: 2.77e-03
Un-ionized donors: 0.70 %
Depleted thickness, two faces at 0.5 V: 1.01 %
GALLIUM ARSENIDE, rough parameters
T = 30 K, n = 1.00e+14 cm^-3, B = 5 mT
I = 10 uA, width = 5.0 mm, thickness = 100 um
Ionized impurities: 1.00e+15 cm^-3
Mass: 0.067 m0; permittivity: 12.9 eps0
Coulomb logarithm at x=3: 5.915
Drift mobility, fixed logarithm: 58709 cm2/Vs
Ideal Hall voltage: 60.32 uV
Apparent density: 5.174e+13 cm^-3
Apparent mobility: 113474 cm2/Vs
Local exponent s at x=3: 1.3313
r with energy-dependent logarithm: 1.7237
Same, screening density doubled: 1.6989
Piezoelectric mobility (input): 1.0e+06 cm2/Vs
r with logarithm and piezoelectric: 1.6605
Optical phonon threshold: x = 13.93
r, also no carriers above threshold: 1.6584
Mobility with these effects: 53859 cm2/Vs
r at the field used, ideal: 1.92466
n/Nc: 7.27e-03; degeneracy shift of r: -2.1e-03
Born parameter sqrt(Ry/E) at x=3: 0.840
Driving field: 2.126e-03 V/cm; drift/sound speed: 2.50e-04
Donors, acceptors: 6.25e+14, 4.50e+14 cm^-3
Free density / net donors: 0.570
Depleted thickness, two faces at 0.5 V: 4.03 %
```
